# Weak-disorder expansion of the Kohn-Luttinger density matrix for Bloch bands, part 2

Independent electrons move in a crystal with Hamiltonian $H=H_0+\lambda U$, where $\lambda U$ is a weak static impurity potential of zero mean. A weak uniform field $\mathbf E$ is switched on as $e^{st}$. Hartree atomic units are used, with $\hbar=e=1$ and electron charge $-1$.

Before the field acts, the density matrix is $\rho_0=f(H)$, with $f$ the Fermi function. Its part linear in the field, $g\,e^{st}$, obeys the linear equation

$$s\,g+i[H_0,g]+i\lambda[U,g]=D,\qquad D=-i[\mathbf E\cdot\mathbf r,\rho_0].$$

The impurity average of $g$, written $G(\mathbf k)$, is diagonal in $\mathbf k$ but a matrix in the band indices $\alpha,\beta$. The bands have energies $\varepsilon_\alpha(\mathbf k)$, eigenvectors $|u_\alpha(\mathbf k)\rangle$ and occupations $f_\alpha=f(\varepsilon_\alpha)$. To lowest order in $\lambda$, $D=\mathbf E\cdot\partial_{\mathbf k}\rho_0(\mathbf k)$ with $\rho_0(\mathbf k)=\sum_\gamma f_\gamma\,|u_\gamma\rangle\langle u_\gamma|$.

The limits are taken in the order infinite volume, $s$ much smaller than the scattering rate $1/\tau$, then leading powers of $\lambda$. The opening formula of the first half is

$$G_{\alpha\alpha}(\mathbf k)=\lambda^{-2}F_\alpha(\mathbf k)+\dots,\qquad G_{\alpha\beta}(\mathbf k)=\frac{-i}{\varepsilon_\alpha-\varepsilon_\beta}\left[D_{\alpha\beta}-J_{\alpha\beta}(F)\right]+\dots\quad(\alpha\neq\beta).$$

Here $F$ solves the linearized Boltzmann equation, and $J$ is the collision operator with $\lambda^2$ taken out. With angle brackets for the impurity average and a prime for quantities at $\mathbf k'$,

$$J_{\alpha\beta}(F)=\sum_{\gamma\mathbf k'}\left\langle U^{\alpha\gamma}_{\mathbf k\mathbf k'}U^{\gamma\beta}_{\mathbf k'\mathbf k}\right\rangle\left[\frac{F_\beta-F'_\gamma}{s+i(\varepsilon'_\gamma-\varepsilon_\beta)}+\frac{F_\alpha-F'_\gamma}{s+i(\varepsilon_\alpha-\varepsilon'_\gamma)}\right].$$

In $1/(s+ix)\to\pi\delta(x)-i\,{\rm P}(1/x)$, P denotes the principal value.

The separation into orders needs $\Delta\tau\gg1$, with $\Delta$ the band splitting. Collision terms of fourth order in $U$ were estimated to be smaller than the golden-rule term by a factor of order $\lambda^2$, if the density of states and matrix elements vary little over an energy $1/\tau$. That estimate does not cover the interference of a scattering path with its reverse.

### What is carried over

The field $\mathbf E$ acts on electrons of charge $-1$, and $G(\mathbf k)$ is the impurity-averaged density matrix linear in the field. The impurity potential is $\lambda U$, and $s$ is the switching rate. From the first half, at $s\to0$ and for well-separated bands:

- The leading band-diagonal part, from here on written $G_\alpha=\lambda^{-2}F_\alpha$, obeys $\lambda^2J_{\alpha\alpha}(G)=\mathbf E\cdot\partial_{\mathbf k}f_\alpha$.
- The leading band-off-diagonal part is $-i(D-\lambda^2J(G))_{\alpha\beta}/(\varepsilon_\alpha-\varepsilon_\beta)$, with $D=\mathbf E\cdot\partial_{\mathbf k}\rho_0$.
- The elements of $J$ contain $1/(s+ix)\to\pi\delta(x)-i\,{\rm P}(1/x)$.

The task is to evaluate both parts in a model where each integral can be done by hand, and then to compare them with a calculation that does not expand in $\lambda$.

### Entry 7. The model

In two dimensions let

$$H_0=v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z=\varepsilon\,\mathbf n\cdot\boldsymbol\sigma,\qquad \varepsilon=\sqrt{v^2k^2+m^2},$$

with $m>0$ and the unit vector $\mathbf n=(vk_x,vk_y,m)/\varepsilon$. The bands have energies $\pm\varepsilon$ and projectors $P_\pm=(1\pm\mathbf n\cdot\boldsymbol\sigma)/2$. The temperature is zero and the Fermi energy $\varepsilon_F>m$ lies in the upper band. On the Fermi circle write $c=m/\varepsilon_F$ and $q=vk_F/\varepsilon_F$, so that $c^2+q^2=1$.

The disorder is Gaussian and acts equally on both components, with $\langle U(\mathbf r)U(\mathbf r')\rangle=v^2\delta(\mathbf r-\mathbf r')$. The factor $v^2$ makes $\lambda$ dimensionless. Averages in $J$ then become $v^2$ times an integral over $\mathbf k'$, with the projectors supplying the overlaps. Below, $\int_{\mathbf k}$ means $\int d^2k/(2\pi)^2$. Because $v^2k\,dk=\varepsilon\,d\varepsilon$, the density of states at the Fermi level is $\nu=\varepsilon_F/(2\pi v^2)$.

The field points along $x$ and has strength $E$. The current operator is $-\partial H_0/\partial\mathbf k$, so

$$j_x=-v\int_{\mathbf k}{\rm Tr}\,\sigma_xG,\qquad j_y=-v\int_{\mathbf k}{\rm Tr}\,\sigma_yG .$$

### Entry 8. The order $\lambda^{-2}$

The upper-band velocity is $v_x=v^2k_x/\varepsilon$, which equals $vq\cos\varphi$ on the Fermi circle, with $\varphi$ the angle of $\mathbf k$. The driving term is $Ev_xf'(\varepsilon)$ with $f'=-\delta(\varepsilon-\varepsilon_F)$. Try $G_+=\tau Ev_xf'$ and $G_-=0$.

The squared overlap of two upper-band states at equal energy, with angle $\chi$ between their momenta, is

$${\rm Tr}\,P_+P'_+=\frac{1+\mathbf n\cdot\mathbf n'}{2}=\frac{1+c^2+q^2\cos\chi}{2}.$$

Out-scattering needs its angular average, $(1+c^2)/2$. In-scattering needs the average of the overlap times $\cos(\varphi+\chi)$, which is $(q^2/4)\cos\varphi$. The difference is

$$\frac{1+c^2}{2}-\frac{q^2}{4}=\frac{2+2c^2-1+c^2}{4}=\frac{1+3c^2}{4}.$$

The trial form therefore solves the Boltzmann equation with

$$\frac1\tau=2\pi\lambda^2v^2\nu\,\frac{1+3c^2}{4}=\frac{\lambda^2\varepsilon_F(1+3c^2)}{4}.$$

The current along the field is

$$j_x=-\int_{\mathbf k}v_xG_+=\tau E\nu\,\frac{v^2q^2}{2},\qquad \sigma_{xx}=\frac{\varepsilon_F\tau q^2}{4\pi}.$$

**Limits.** The total out-scattering rate is $1/\tau_0=\lambda^2\varepsilon_F(1+c^2)/2$, so $\tau/\tau_0=2(1+c^2)/(1+3c^2)$. At the band bottom, $c\to1$, the ratio is 1: the overlap no longer depends on angle. For $m\to0$ it is 2, because the overlap $(1+\cos\chi)/2$ vanishes for reversal of momentum and favours small angles, which degrade the current less.

### Entry 9. A trace for interband elements

Let $X=P_+GP_-$ be one off-diagonal block; the other is $X^\dagger$. The splitting is $2\varepsilon$, so $X=-iP_+(D-\lambda^2J)P_-/(2\varepsilon)$, and

$${\rm Tr}\,\sigma_y(X+X^\dagger)=2\,{\rm Re}\,{\rm Tr}\,\sigma_yX=\frac1\varepsilon\,{\rm Im}\,{\rm Tr}\left[\sigma_yP_+(D-\lambda^2J)P_-\right].$$

Traces with $P_+(\mathbf b\cdot\boldsymbol\sigma)P_-$ are needed for a real vector $\mathbf b$. The part of $\mathbf b$ along $\mathbf n$ commutes with $P_-$ and drops out because $P_+P_-=0$. The perpendicular part $\mathbf b_\perp$ gives a matrix that anticommutes with $\mathbf n\cdot\boldsymbol\sigma$, so moving it past $P_-$ turns $P_-$ into $P_+$:

$$P_+(\mathbf b\cdot\boldsymbol\sigma)P_-=P_+(\mathbf b_\perp\cdot\boldsymbol\sigma)=\tfrac12\left(\mathbf b_\perp+i\,\mathbf n\times\mathbf b\right)\cdot\boldsymbol\sigma .$$

Hence

$${\rm Tr}\left[\sigma_yP_+(\mathbf b\cdot\boldsymbol\sigma)P_-\right]=(\mathbf b_\perp)_y+i(\mathbf n\times\mathbf b)_y .$$

For $\mathbf b=\hat{\mathbf x}$ this is $-n_xn_y+in_z$. For $\mathbf b=\hat{\mathbf z}$ it is $-n_yn_z-in_x$. A unit matrix between the projectors gives zero.

### Entry 10. Coherence made by the field

For $k<k_F$ both bands are full, $\rho_0=1$, and there is no interband drive. For $k>k_F$ the lower band alone is full and $\rho_0=P_-$. Then $D=-\tfrac12E\,(\partial_{k_x}\mathbf n)\cdot\boldsymbol\sigma$, and the trace formula gives

$${\rm Tr}\,\sigma_y(X+X^\dagger)=-\frac{E}{2\varepsilon}\left(\mathbf n\times\partial_{k_x}\mathbf n\right)_y .$$

Write $\mathbf n=\mathbf d/\varepsilon$ with $\mathbf d=(vk_x,vk_y,m)$. The derivative of $1/\varepsilon$ multiplies $\mathbf d\times\mathbf d=0$, so the cross product is $\mathbf d\times\partial_{k_x}\mathbf d/\varepsilon^2$. Since $\partial_{k_x}\mathbf d=(v,0,0)$, its $y$ component is $mv/\varepsilon^2$. The current is

$$j_y=\frac{Emv^2}{2}\int_{k_F}^{\infty}\frac{k\,dk}{2\pi\varepsilon^3}=\frac{Em}{4\pi}\int_{\varepsilon_F}^\infty\frac{d\varepsilon}{\varepsilon^2}=\frac{c}{4\pi}E .$$

This is the intrinsic part of $\sigma_{yx}=j_y/E$. It vanishes with the mass, for a reason of symmetry. Reverse $k_y$ and transform the matrices by $\sigma_i\to\sigma_x\sigma_i\sigma_x$, which flips the signs of both $\sigma_y$ and $\sigma_z$. This operation reverses $j_y$ and leaves the field along $x$ unchanged, but it turns $m$ into $-m$, so it is a symmetry of $H_0$ only at $m=0$. At the band bottom it reaches $1/(4\pi)$, the contribution of the full lower band in this continuum model.

### Entry 11. Coherence made by impurities

Now insert $G_+$ into the element of $J$ between the upper and lower band at the same $\mathbf k$. Terms with the distribution at $\mathbf k'$ describe in-scattering, and terms with the distribution at $\mathbf k$ describe out-scattering.

**In-scattering.** With energies $+\varepsilon$ and $-\varepsilon$ at $\mathbf k$, and $\varepsilon'$ at $\mathbf k'$,

$$\lambda^2J_{\rm in}=-\lambda^2v^2\int_{\mathbf k'}G'_+\,P_+P'_+P_-\left[\frac{1}{s+i(\varepsilon'+\varepsilon)}+\frac{1}{s+i(\varepsilon-\varepsilon')}\right].$$

The factor $G'_+$ fixes $\varepsilon'=\varepsilon_F$, so the bracket leaves the integral. Because $G'_+\propto\cos\varphi'$,

$$\int_{\mathbf k'}G'_+P'_+=a\,\sigma_x,\qquad a=\frac12\int_{\mathbf k}G_+n_x=-\frac{\tau E\nu vq^2}{4}.$$

The last value uses $n_x=q\cos\varphi$ and the average $1/2$ of $\cos^2\varphi$. The trace with $\sigma_y$ brings the factor $-n_xn_y+in_z$. Its first term averages to zero over the angle of $\mathbf k$. The factor $i$ in the second then selects the real part of the bracket when the imaginary part is taken. That real part is $\pi\delta(\varepsilon-\varepsilon_F)$; the principal value drops out of $j_y$. The minus sign in $D-\lambda^2J$ cancels the one in $J_{\rm in}$, and

$$\int_{\mathbf k}{\rm Tr}\,\sigma_yG\Big|_{\rm in}=\lambda^2v^2a\int_{\mathbf k}\frac{n_z}{\varepsilon}\,\pi\delta(\varepsilon-\varepsilon_F)=\frac{\pi\lambda^2v^2\nu ac}{\varepsilon_F}=\frac{\lambda^2ac}{2}.$$

The last step uses $\pi v^2\nu=\varepsilon_F/2$.

**Out-scattering.** Here both bands occur as intermediate states:

$$\lambda^2J_{\rm out}=\lambda^2v^2G_+\,P_+\left[\int_{\mathbf k'}\sum_{\gamma=\pm}\frac{P'_\gamma}{s+i(\varepsilon-\gamma\varepsilon')}\right]P_- .$$

After the average over the angle of $\mathbf k'$, the projectors are $P'_\pm\to(1\pm n'_z\sigma_z)/2$. The unit matrix drops out between $P_+$ and $P_-$. What remains is $B\sigma_z$, with

$$B=\frac12\int_{\mathbf k'}n'_z\left[\frac{1}{s+i(\varepsilon-\varepsilon')}-\frac{1}{s+i(\varepsilon+\varepsilon')}\right],\qquad {\rm Re}\,B=\frac{\pi\nu c}{2}\ \text{ at }\varepsilon=\varepsilon_F .$$

The second fraction has no resonance and does not contribute to ${\rm Re}\,B$. The imaginary part of $B$ grows logarithmically with the momentum cutoff; it describes a shift of the mass by disorder. The trace brings the factor $-n_yn_z-in_x$. With $G_+\propto\cos\varphi$ the first term averages to zero, and the second selects ${\rm Re}\,B$. The cutoff therefore does not enter $j_y$ at this order. Since $\int_{\mathbf k}G_+n_x=2a$,

$$\int_{\mathbf k}{\rm Tr}\,\sigma_yG\Big|_{\rm out}=\frac{\lambda^2v^2}{\varepsilon_F}\cdot\frac{\pi\nu c}{2}\cdot2a=\frac{\lambda^2ac}{2}.$$

The two processes contribute equally in this model. Their sum is $\lambda^2ac$, and the current is

$$j_y=-v\lambda^2ac=\frac{\lambda^2\tau E\nu v^2q^2c}{4}=\frac{\lambda^2\tau\varepsilon_F\,cq^2}{8\pi}E .$$

Here the cancellation of the disorder strength is explicit: $\lambda^2\tau\varepsilon_F=4/(1+3c^2)$. The full interband contribution is

$$\sigma_{yx}^{\rm inter}=\frac{c}{4\pi}\left[1+\frac{2q^2}{1+3c^2}\right].$$

**Limits.** At the band bottom $q\to0$: the Fermi circle shrinks to a point and the second term vanishes. This limit is taken after $\lambda\to0$, because the expansion also needs $(\varepsilon_F-m)\tau\gg1$. For $\varepsilon_F\gg m$ the second term is twice the first. They are equal when $2(1-c^2)=1+3c^2$, that is, at $c^2=1/5$. Dropping the scattering-driven term because disorder is weak would thus be wrong by a finite factor, however small $\lambda$ is, in the static limit. At frequencies or switching rates far above $1/\tau$ but far below the splitting, $G_+$ is smaller by a factor of order $1/(s\tau)$, and the intrinsic term is left.

### Entry 12. Numbers

Take round parameters: $v=0.2$, $m=0.003$, $\varepsilon_F=0.005$ in atomic units, and $\lambda=0.05$. Then $c=0.6$, $q^2=0.64$ and $1+3c^2=2.08$. The Fermi wave number is $k_F=0.004/0.2=0.02$. The transport rate is

$$\frac1\tau=\frac{0.0025\times0.005\times2.08}{4}=6.5\times10^{-6}\ \text{hartree},$$

so $\tau=1.54\times10^5$ atomic units, or 3.72 ps. The splitting at the Fermi circle times $\tau$ is $2\varepsilon_F\tau\approx1540$, well inside the regime $\Delta\tau\gg1$. The distance of the Fermi energy from the band bottom is also large on this scale, $(\varepsilon_F-m)\tau\approx308$. The conductivities, in units of $e^2/\hbar$, are

$$\sigma_{xx}=\frac{0.005\times1.538\times10^5\times0.64}{4\pi}=39.2,\qquad \sigma_{yx}^{\rm inter}=0.0477+0.0294=0.0771 .$$

The first corresponds to $9.54\times10^{-3}$ S. The interband part is about 0.2% of $\sigma_{xx}$, as expected for a quantity two orders higher in $\lambda$.

### Entry 13. A calculation without expansion in $\lambda$

For a $\mathbf k$-diagonal source $D$, the linear equation is solved by evolving $D$ in time with $H$ and integrating with weight $e^{-st}$. In frequency space this is

$$g=\int\frac{d\omega}{2\pi}\,\mathcal G(\omega)\,D\,\mathcal G^\dagger(\omega),\qquad \mathcal G(\omega)=\left(\omega+\tfrac{is}{2}-H\right)^{-1}.$$

The disorder average can be approximated by the self-consistent ladder sum. Each Green function carries the self-energy $\Sigma=\lambda^2v^2\int_{\mathbf k}\mathcal G_{\mathbf k}$, and repeated scattering of the pair is summed through

$$X_{\mathbf k}=\mathcal G_{\mathbf k}\left(D_{\mathbf k}+\lambda^2v^2M\right)\mathcal G_{\mathbf k}^\dagger,\qquad M=\int_{\mathbf k}X_{\mathbf k}.$$

Here $\lambda$ is finite and no powers are separated. Crossed scattering sequences are left out, so this is not an exact solution. By the counting of the first half they do not enter the two leading coefficients.

The source was the Fermi-surface part $Ev_xf'P_+$, which generates $\sigma_{xx}$ and the scattering-driven interband term but not the intrinsic one. The equations were solved at $s\to0$ by iterating $\Sigma$ and integrating with Gauss-Legendre quadrature. The cutoff was $vk\le10\,\varepsilon_F$, and frequencies within $0.3\,\varepsilon_F$ of the Fermi energy were kept. The result was then split into band-diagonal and band-off-diagonal parts. In units of $e^2/\hbar$:

| $\lambda$ | $\sigma_{xx}$, ladder, diagonal | $\sigma_{xx}$, Boltzmann | $\sigma_{yx}$, off-diagonal | $\sigma_{yx}$, diagonal |
|---|---|---|---|---|
| 0.1 | 9.784 | 9.794 | 0.02904 | 0.01349 |
| 0.05 | 39.167 | 39.177 | 0.02930 | 0.01354 |
| 0.025 | 156.696 | 156.706 | 0.02936 | 0.01356 |

Between the last two rows, $\sigma_{xx}$ varies as $\lambda$ to the power $-2.000$ and the off-diagonal $\sigma_{yx}$ to the power $-0.003$. The latter approaches the derived value 0.02938. Its distance from that value falls by about four at each halving of $\lambda$, which is a correction of relative order $\lambda^2$. The band-diagonal ladder $\sigma_{xx}$ lies below the Boltzmann value by about 0.010 in every row, a correction of order $\lambda^0$. The band-off-diagonal part of $\sigma_{xx}$, not listed, adds about $-0.005$ at the same order. The cutoff and the frequency window also enter at that order, so this offset is not a property of the model. At $\lambda=0.05$ it becomes $-0.080$ for a window of $0.15\,\varepsilon_F$ and $+0.002$ for $0.36\,\varepsilon_F$, and $-0.006$ or $-0.012$ for a cutoff of $4\,\varepsilon_F$ or $40\,\varepsilon_F$. The same changes move the off-diagonal $\sigma_{yx}$ at $\lambda=0.1$ by up to 0.0002, but not its limit as $\lambda\to0$.

The last column shows a band-diagonal Hall current of order $\lambda^0$, nearly half the size of the scattering-driven interband term at $c=0.6$; the ratio grows as $c$ falls and reaches about 1.5 at $c=0.05$. It comes from the corrections to the Boltzmann distribution denoted by dots in the opening formula. It is also incomplete: crossed sequences, the interband part of $D$, and the impurity-dependent part of $D$ all feed the band-diagonal distribution at the same order. The value 0.0771 is therefore the interband part of the Hall conductivity, and a total would require the band-diagonal equation to be carried two orders beyond Boltzmann.
